# Negative and Positive Capacitors in Series: Total Capacitance and Voltage-Controlled Stability: a numerical check

```python
# Result under test: capacitors C1 = -4 and C2 = +2 uF/cm^2 in series give
# C = C1*C2/(C1+C2) = +4 uF/cm^2, stable under voltage control because
# 1/C1 + 1/C2 > 0 (for C1 < 0 < C2 this means C2 < |C1|).
# Symbols: Q charge per area (uC/cm^2), V source voltage (V),
# R series resistance (ohm cm^2), b cubic coefficient of the ferroelectric,
# V1 = Q/C1 + b*Q^3. Times are in us, energies in uJ/cm^2.
import numpy as np
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

C1, C2 = -4.0, 2.0
V, R, b = 0.1, 1.0, 0.01


def series(c_a, c_b):
    return c_a * c_b / (c_a + c_b)


def simulate(c_b, source, q_start, times):
    """Follow both capacitor voltages and the charge; no series formula."""
    def rhs(t, y):
        current = (source - y[0] - y[1]) / R
        return [current / C1, current / c_b, current]
    start = [q_start / C1, q_start / c_b, q_start]
    sol = solve_ivp(rhs, (0.0, times[-1]), start, t_eval=times,
                    rtol=1e-10, atol=1e-13)
    assert sol.success
    return sol.y


# Charging from zero: capacitance and voltage division from the circuit
C = series(C1, C2)
tau = R * C
v1, v2, q = simulate(C2, V, 0.0, [tau, 20 * tau])
C_measured = q[-1] / V
assert abs(C_measured - C) < 1e-6
assert abs(v1[-1] - C * V / C1) < 1e-7
assert abs(v2[-1] - C * V / C2) < 1e-7
assert abs(q[0] - C * V * (1 - np.exp(-1))) < 1e-7
print(f"C1 = {C1:.1f} uF/cm^2, C2 = {C2:.1f} uF/cm^2")
print(f"Source voltage V = {V:.2f} V, resistance R = {R:.1f} ohm cm^2")
print(f"Total capacitance, formula: {C:.4f} uF/cm^2")
print(f"Total capacitance, simulated charge/V: {C_measured:.4f} uF/cm^2")
print(f"Final charge: {q[-1]:.4f} uC/cm^2")
print(f"Final V1 = {v1[-1]:.4f} V, final V2 = {v2[-1]:.4f} V")
print(f"Time constant RC = {tau:.2f} us, charge then: {q[0]:.4f} uC/cm^2")

# Stored energies by integrating voltage over charge
charge = np.linspace(0.0, q[-1], 2001)


def work(c):
    volts = charge / c
    return np.sum((volts[1:] + volts[:-1]) / 2 * np.diff(charge))


E1, E2 = work(C1), work(C2)
assert abs(E1 + E2 - C * V**2 / 2) < 1e-7
print(f"Energy in C1: {E1:.4f}, in C2: {E2:.4f}, "
      f"total: {E1 + E2:.4f} uJ/cm^2")

# Response to a small disturbance at V = 0 for several positive capacitors
print("Disturbance exp(s*t) at V = 0:")
for c_b in (1.0, 2.0, 3.0, 5.0, 8.0):
    qs = simulate(c_b, 0.0, 0.01, [0.0, 8.0])[2]
    s = np.log(qs[-1] / qs[0]) / 8.0
    assert abs(s + 1 / (R * series(C1, c_b))) < 1e-6
    assert (s < 0) == (c_b < abs(C1))
    word = "stable" if s < 0 else "unstable"
    print(f"  C2 = {c_b:.0f}: C = {series(C1, c_b):.4f} uF/cm^2, "
          f"s = {s:.4f} 1/us, {word}")
q_edge = simulate(abs(C1), 0.0, 0.01, [0.0, 8.0])[2]
assert abs(q_edge[-1] - q_edge[0]) < 1e-10
print(f"  C2 = {abs(C1):.0f}: disturbance ratio after 8 us = "
      f"{q_edge[-1] / q_edge[0]:.4f} (boundary)")


# Energy of the nonlinear ferroelectric, alone or with a series capacitor
def energy(x, inverse_c2):
    return x**2 / (2 * C1) + b * x**4 / 4 + x**2 * inverse_c2 / 2


def minima(inverse_c2):
    x = np.linspace(-8, 8, 1601)
    g = energy(x, inverse_c2)
    inside = (g[1:-1] < g[:-2]) & (g[1:-1] < g[2:])
    return x[1:-1][inside]


def curvature(inverse_c2, h=1e-3):
    return (energy(h, inverse_c2) - 2 * energy(0.0, inverse_c2)
            + energy(-h, inverse_c2)) / h**2


alone, paired = minima(0.0), minima(1 / C2)
q_well = 1 / np.sqrt(b * abs(C1))
assert len(alone) == 2 and np.allclose(alone, [-q_well, q_well], atol=0.011)
assert len(paired) == 1 and abs(paired[0]) < 1e-9
k_alone, k_pair = curvature(0.0), curvature(1 / C2)
assert abs(k_alone - 1 / C1) < 1e-6
assert abs(k_pair - (1 / C1 + 1 / C2)) < 1e-6
print(f"Cubic coefficient b = {b:.2f} V/(uC/cm^2)^3")
print(f"Curvature at Q = 0, C1 alone: {k_alone:.4f} cm^2/uF")
print(f"Curvature at Q = 0, series pair: {k_pair:.4f} cm^2/uF")
print(f"Minima at V = 0, C1 alone: {alone[0]:.2f} and "
      f"{alone[1]:.2f} uC/cm^2")
print(f"Minimum at V = 0, series pair: {abs(paired[0]):.2f} uC/cm^2")


# Nonlinear equilibrium: small-signal capacitance and charge at V
def equilibrium(source):
    return brentq(lambda x: x / C1 + b * x**3 + x / C2 - source,
                  -8, 8, xtol=1e-14)


dv = 1e-3
C_small = (equilibrium(dv) - equilibrium(-dv)) / (2 * dv)
assert abs(C_small - C) < 1e-4
q_nonlinear = equilibrium(V)


def slope(x, h=1e-4):
    def volts(y):
        return y / C1 + b * y**3
    return (volts(x + h) - volts(x - h)) / (2 * h)


q_limit = brentq(slope, 0.0, 8.0)
assert abs(q_limit - 1 / np.sqrt(3 * b * abs(C1))) < 1e-6
assert q_nonlinear < q_limit
print(f"Small-signal C of nonlinear pair: {C_small:.4f} uF/cm^2")
print(f"Charge of nonlinear pair at V: {q_nonlinear:.4f} uC/cm^2")
print(f"Negative slope of V1 ends at |Q| = {q_limit:.4f} uC/cm^2")


# Ferroelectric divided into two equal halves with charges qa and qb
def with_metal(qa, qb):
    mean = (qa + qb) / 2
    return (qa**2 + qb**2) / (4 * C1) + mean**2 / (2 * C2)


def without_metal(qa, qb):
    return sum(x**2 / (2 * C1) + x**2 / (2 * C2) for x in (qa, qb)) / 2


def mode_curvature(g, sign, h=1e-2):
    # qa = x, qb = sign*x; second derivative with respect to x
    return (g(h, sign * h) - 2 * g(0, 0) + g(-h, -sign * h)) / h**2


print("Curvature for equal / opposite changes of the two halves:")
results = {}
for label, g in (("metal sheet", with_metal), ("no sheet", without_metal)):
    results[label] = [mode_curvature(g, sign) for sign in (1, -1)]
    print(f"  {label}: {results[label][0]:.4f} / "
          f"{results[label][1]:.4f} cm^2/uF")
assert np.allclose(results["metal sheet"], [1 / C, 1 / C1], atol=1e-9)
assert np.allclose(results["no sheet"], [1 / C, 1 / C], atol=1e-9)

print("OK")
```

It prints:

```
C1 = -4.0 uF/cm^2, C2 = 2.0 uF/cm^2
Source voltage V = 0.10 V, resistance R = 1.0 ohm cm^2
Total capacitance, formula: 4.0000 uF/cm^2
Total capacitance, simulated charge/V: 4.0000 uF/cm^2
Final charge: 0.4000 uC/cm^2
Final V1 = -0.1000 V, final V2 = 0.2000 V
Time constant RC = 4.00 us, charge then: 0.2528 uC/cm^2
Energy in C1: -0.0200, in C2: 0.0400, total: 0.0200 uJ/cm^2
Disturbance exp(s*t) at V = 0:
  C2 = 1: C = 1.3333 uF/cm^2, s = -0.7500 1/us, stable
  C2 = 2: C = 4.0000 uF/cm^2, s = -0.2500 1/us, stable
  C2 = 3: C = 12.0000 uF/cm^2, s = -0.0833 1/us, stable
  C2 = 5: C = -20.0000 uF/cm^2, s = 0.0500 1/us, unstable
  C2 = 8: C = -8.0000 uF/cm^2, s = 0.1250 1/us, unstable
  C2 = 4: disturbance ratio after 8 us = 1.0000 (boundary)
Cubic coefficient b = 0.01 V/(uC/cm^2)^3
Curvature at Q = 0, C1 alone: -0.2500 cm^2/uF
Curvature at Q = 0, series pair: 0.2500 cm^2/uF
Minima at V = 0, C1 alone: -5.00 and 5.00 uC/cm^2
Minimum at V = 0, series pair: 0.00 uC/cm^2
Small-signal C of nonlinear pair: 4.0000 uF/cm^2
Charge of nonlinear pair at V: 0.3975 uC/cm^2
Negative slope of V1 ends at |Q| = 2.8868 uC/cm^2
Curvature for equal / opposite changes of the two halves:
  metal sheet: 0.2500 / -0.2500 cm^2/uF
  no sheet: 0.2500 / 0.2500 cm^2/uF
OK
```
